# Perfect transmission through an odd number of helical pairs: a numerical check

```python
"""
Result under test: for antiunitary Theta with Theta^2 = -1 and a Hermitian,
time-reversal symmetric V, <Theta psi|V|psi> = 0. The scattering matrix of N
helical pairs is antisymmetric in the Kramers basis, so the number of perfectly
transmitted channels has the parity of N (at least one when N is odd).

Model: H = -i hbar v sigma_z d/dx + V(x), components (N right movers, N left
movers), Theta = i sigma_y K with K complex conjugation. Energies in meV,
lengths in nm, HV = hbar v in meV nm. r, t: reflection and transmission from the
left; rp, tp: the same from the right. Samples are built from uniform slices.
"""
import numpy as np
from scipy.linalg import expm
from scipy.constants import e as charge, h as planck

rng = np.random.default_rng(7)
HV = 300.0
SLICE = 10.0
STRENGTH = 15.0


def theta_matrix(n):
    return np.kron(np.array([[0.0, 1.0], [-1.0, 0.0]]), np.eye(n))


def random_hermitian(size):
    g = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    return (g + g.conj().T) / 2


def random_symmetric_potential(n):
    """Random Hermitian matrix averaged with its time-reversed image."""
    u = theta_matrix(n)
    w = random_hermitian(2 * n)
    return (w + u @ w.conj() @ u.T) / 2


def slice_scattering(v, energy, length):
    """Integrate the wave equation over one slice, then solve for outgoing waves."""
    n = len(v) // 2
    sz = np.diag([1.0] * n + [-1.0] * n)
    m = expm(1j * length / HV * sz @ (energy * np.eye(2 * n) - v))
    a, b, c, d = m[:n, :n], m[:n, n:], m[n:, :n], m[n:, n:]
    di = np.linalg.inv(d)
    return -di @ c, a - b @ di @ c, b @ di, di      # r, t, rp, tp


def join(left, right):
    """Sum all multiple reflections between two neighbouring sections."""
    r1, t1, rp1, tp1 = left
    r2, t2, rp2, tp2 = right
    one = np.eye(len(r1))
    x = np.linalg.inv(one - rp1 @ r2)
    y = np.linalg.inv(one - r2 @ rp1)
    return (r1 + tp1 @ r2 @ x @ t1, t2 @ x @ t1,
            rp2 + t2 @ rp1 @ y @ tp2, tp1 @ y @ tp2)


def scatter(potentials, energy, length=SLICE):
    """r, t, rp, tp with outgoing waves expanded in Theta(incoming waves)."""
    total = slice_scattering(potentials[0], energy, length)
    for v in potentials[1:]:
        total = join(total, slice_scattering(v, energy, length))
    r, t, rp, tp = total
    # Theta(right mover) = -(left mover), Theta(left mover) = +(right mover)
    return -r, t, rp, -tp


def transmissions(t):
    return np.sort(np.linalg.svd(t, compute_uv=False) ** 2)


def open_channel(r):
    """Incoming vector with the smallest reflection."""
    return np.linalg.svd(r)[2][-1].conj()


# --- Kramers partners: first order and all orders ---------------------------
M = 4
U = theta_matrix(M)
H0, V = random_symmetric_potential(M), random_symmetric_potential(M)
vecs = rng.normal(size=(2, 2 * M)) + 1j * rng.normal(size=(2, 2 * M))
pa, pb = [v / np.linalg.norm(v) for v in vecs]
ta, tb = U @ pa.conj(), U @ pb.conj()
Tmat = V + V @ np.linalg.inv((0.3 + 0.2j) * np.eye(2 * M) - H0 - V) @ V
first, allord = abs(np.vdot(ta, V @ pa)), abs(np.vdot(ta, Tmat @ pa))
other = abs(np.vdot(ta, V @ pb))
assert abs(np.vdot(ta, pa)) < 1e-12
assert first < 1e-12 and allord < 1e-11
assert abs(np.vdot(ta, Tmat @ pb) + np.vdot(tb, Tmat @ pa)) < 1e-11
assert other > 1e-3
# each assumption is needed: Theta symmetry, Hermiticity, Theta^2 = -1
sx = np.array([[0, 1], [1, 0]], dtype=complex)
up = np.array([1, 0], dtype=complex)
u1 = theta_matrix(1)
partner = u1 @ up.conj()
magnetic = abs(np.vdot(partner, sx @ up))
nonherm = 1j * sx
assert np.allclose(u1 @ nonherm.conj() @ u1.T, nonherm)
nonherm_element = abs(np.vdot(partner, nonherm @ up))
real_sym = np.diag([1.0, 2.0])
spinless = np.array([1, 1j]) / np.sqrt(2)
spinless_element = abs(np.vdot(spinless.conj(), real_sym @ spinless))
assert min(magnetic, nonherm_element, spinless_element) > 0.1
print("Kramers partners, random V (dimensionless matrix elements)")
print(f"  |<Theta a|V|a>| below 1e-12: {first < 1e-12}")
print(f"  |<Theta a|T|a>| below 1e-11: {allord < 1e-11}")
print(f"  |<Theta a|V|b>|, b not a: {other:.4f}")
print(f"  magnetic sigma_x: {magnetic:.3f}")
print(f"  non-Hermitian i sigma_x: {nonherm_element:.3f}")
print(f"  Theta^2=+1, V=diag(1,2), psi=(1,i)/sqrt2: {spinless_element:.3f}")

# --- Worked example: three pairs, uniform coupling --------------------------
mvec = np.array([1.0, 2.0, 2.0])
LENGTH = 100.0


def coupling(m):
    b = np.array([[0, m[2], -m[1]], [-m[2], 0, m[0]], [m[1], -m[0], 0]])
    zero = np.zeros((3, 3))
    return np.block([[zero, b], [b.T, zero]]), b


Vex, B = coupling(mvec)
mabs = np.linalg.norm(mvec)
arg = mabs * LENGTH / HV
r, t, rp, tp = scatter([Vex], 0.0, LENGTH)
Tex = transmissions(t)
assert np.allclose(r, -1j / mabs * B * np.tanh(arg), atol=1e-11)
assert np.allclose(Tex, [np.cosh(arg)**-2, np.cosh(arg)**-2, 1], atol=1e-11)
assert abs(abs(np.vdot(mvec / mabs, open_channel(r))) - 1) < 1e-11
G = Tex.sum()
R1 = abs(r[:, 0]) ** 2
T1 = np.sum(abs(t[:, 0]) ** 2)
assert abs(R1.sum() + T1 - 1) < 1e-11
print("Worked example, N = 3, E = 0")
print(f"  m = {mvec} meV, |m| = {mabs:.3f} meV")
print(f"  hbar v = {HV:.0f} meV nm, L = {LENGTH:.0f} nm, |m|L/(hbar v) = {arg:.3f}")
print(f"  tanh = {np.tanh(arg):.5f}, 1/cosh^2 = {np.cosh(arg)**-2:.5f}")
print("  transmission eigenvalues:", np.round(Tex, 5))
print("  open channel m/|m|:", np.round(mvec / mabs, 5))
print("  input channel 1: reflection into partners 1,2,3:", np.round(R1, 5))
print(f"  input channel 1: total transmission {T1:.5f}")
print(f"  conductance {G:.5f} e^2/h = {G * charge**2 / planck * 1e6:.3f} microsiemens")

# --- Weak scattering: r from partner matrix elements ------------------------
ENERGY = 10.0
weak = [STRENGTH * random_symmetric_potential(3) for _ in range(10)]
k = ENERGY / HV
P = theta_matrix(3)[:, :3]
born = np.zeros((3, 3), dtype=complex)
for j, v in enumerate(weak):
    x0, x1 = j * SLICE, (j + 1) * SLICE
    phase = (np.exp(2j * k * x1) - np.exp(2j * k * x0)) / (2j * k)
    born += -1j / HV * phase * (P.T @ v[:, :3])
errors = [np.linalg.norm(scatter([s * v for v in weak], ENERGY)[0] - s * born)
          for s in (1e-3, 5e-4)]
ratio = errors[0] / errors[1]
assert np.max(abs(np.diag(born))) < 1e-12 and np.linalg.norm(born) > 1e-3
assert 3.5 < ratio < 4.5
print(f"First-order r: error ratio when V is halved = {ratio:.3f} (second order: 4)")

# --- Disorder: antisymmetry, pairing and parity -----------------------------
print(f"Disorder: E = {ENERGY:.0f} meV, slice {SLICE:.0f} nm, "
      f"strength {STRENGTH:.0f} meV, 60 slices")
samples = {}
for n in range(1, 6):
    pots = [STRENGTH * random_symmetric_potential(n) for _ in range(60)]
    samples[n] = pots
    r, t, rp, tp = scatter(pots, ENERGY)
    S = np.block([[r, tp], [t, rp]])
    assert np.allclose(S.conj().T @ S, np.eye(2 * n), atol=1e-9)
    assert np.allclose(S, -S.T, atol=1e-9)
    T = transmissions(t)
    for i in range(0, n - 1, 2):
        assert abs(T[i] - T[i + 1]) < 1e-9
    count = int(np.sum(1 - T < 1e-9))
    assert count == n % 2
    print(f"  N = {n}: open channels {count}, conductance {T.sum():.5f} e^2/h")

print("Transmission eigenvalues against length")
for n in (2, 3):
    for number in (10, 30, 60):
        T = transmissions(scatter(samples[n][:number], ENERGY)[1])
        print(f"  N = {n}, L = {number * SLICE:.0f} nm:",
              " ".join(f"{x:.6f}" for x in T))
    if n == 2:
        assert T[-1] < 0.9

# --- The open channel depends on energy -------------------------------------
channels = []
for energy in (10.0, 20.0):
    r, t, _, _ = scatter(samples[3], energy)
    a = open_channel(r)
    assert abs(np.linalg.norm(t @ a) - 1) < 1e-9
    channels.append(a)
    print(f"Open channel weights at E = {energy:.0f} meV:", np.round(abs(a)**2, 4))
overlap = abs(np.vdot(*channels)) ** 2
assert overlap < 0.999
print(f"Squared overlap of these two channels: {overlap:.4f}")

# --- Magnetic control -------------------------------------------------------
FIELD = 10.0
zeeman = FIELD * np.kron(sx, np.eye(3))
Tmag = transmissions(scatter([v + zeeman for v in samples[3]], ENERGY)[1])
assert Tmag[-1] < 0.9
print(f"N = 3 with magnetic term {FIELD:.0f} meV: largest eigenvalue {Tmag[-1]:.6f}")

# --- One open pair outside, three coupled pairs inside ----------------------
GAP = 60.0
wall = [coupling(np.array([GAP, 0.0, 0.0]))[0]] * 6
inner = samples[3][:10]
T_bare = abs(scatter(inner, ENERGY)[1][0, 0]) ** 2
r, t, _, _ = scatter(wall + inner + wall, ENERGY)
T_single = abs(t[0, 0]) ** 2
assert T_bare < 0.99          # channel 1 really mixes with the others
assert abs(T_single - 1) < 1e-6   # residual leakage through finite gapped walls
print(f"Channel 1 to 1 through {10 * SLICE:.0f} nm disorder: {T_bare:.5f}")
print(f"  same, pairs 2 and 3 gapped by {GAP:.0f} meV over "
      f"{6 * SLICE:.0f} nm at each end: {T_single:.6f}")

print("all assertions hold")
```

Output:

```
Kramers partners, random V (dimensionless matrix elements)
  |<Theta a|V|a>| below 1e-12: True
  |<Theta a|T|a>| below 1e-11: True
  |<Theta a|V|b>|, b not a: 0.1844
  magnetic sigma_x: 1.000
  non-Hermitian i sigma_x: 1.000
  Theta^2=+1, V=diag(1,2), psi=(1,i)/sqrt2: 0.500
Worked example, N = 3, E = 0
  m = [1. 2. 2.] meV, |m| = 3.000 meV
  hbar v = 300 meV nm, L = 100 nm, |m|L/(hbar v) = 1.000
  tanh = 0.76159, 1/cosh^2 = 0.41997
  transmission eigenvalues: [0.41997 0.41997 1.     ]
  open channel m/|m|: [0.33333 0.66667 0.66667]
  input channel 1: reflection into partners 1,2,3: [0.      0.25779 0.25779]
  input channel 1: total transmission 0.48442
  conductance 1.83995 e^2/h = 71.280 microsiemens
First-order r: error ratio when V is halved = 4.002 (second order: 4)
Disorder: E = 10 meV, slice 10 nm, strength 15 meV, 60 slices
  N = 1: open channels 1, conductance 1.00000 e^2/h
  N = 2: open channels 0, conductance 0.00199 e^2/h
  N = 3: open channels 1, conductance 1.00000 e^2/h
  N = 4: open channels 0, conductance 0.26059 e^2/h
  N = 5: open channels 1, conductance 1.00000 e^2/h
Transmission eigenvalues against length
  N = 2, L = 100 nm: 0.719083 0.719083
  N = 2, L = 300 nm: 0.010351 0.010351
  N = 2, L = 600 nm: 0.000994 0.000994
  N = 3, L = 100 nm: 0.177687 0.177687 1.000000
  N = 3, L = 300 nm: 0.000083 0.000083 1.000000
  N = 3, L = 600 nm: 0.000000 0.000000 1.000000
Open channel weights at E = 10 meV: [0.0083 0.8887 0.103 ]
Open channel weights at E = 20 meV: [0.1516 0.4014 0.4469]
Squared overlap of these two channels: 0.6554
N = 3 with magnetic term 10 meV: largest eigenvalue 0.000076
Channel 1 to 1 through 100 nm disorder: 0.13113
  same, pairs 2 and 3 gapped by 60 meV over 60 nm at each end: 1.000000
all assertions hold
```
